# Fitting intermediate coupling in $p^2$ to computed levels, carbon to lead, part 1

(Sections cited here and not found follow in the second part.)

## Tutorial sheet: intermediate coupling in $p^2$, from carbon to lead

### The problem

Hartree atomic units are used, with $1\,E_h = 219474.63\ \mathrm{cm^{-1}}$. Two electrons occupy an $np$ shell outside closed shells. In the model both share one radial function $P(r)$, and
$$H=\frac{1}{r_{12}}+\zeta\,(\mathbf l_1\cdot\mathbf s_1+\mathbf l_2\cdot\mathbf s_2)$$
is diagonalised among the 15 determinants of $p^2$. Define $F^k=\iint P^2(r_1)\,r_<^k r_>^{-k-1}P^2(r_2)\,dr_1dr_2$ and $F_2=F^2/25$, take $F_2,\zeta>0$, and measure energies from $F^0$.

The levels to be fitted are computed, not measured. The orbitals are radial Dirac–Kohn–Sham orbitals (point nucleus, LDA with Slater exchange and VWN correlation, spherical density, occupations $2/3$ for $p_{1/2}$ and $4/3$ for $p_{3/2}$, kinetically balanced Gaussian basis). The Dirac–Coulomb Hamiltonian is diagonalised among the 15 determinants of these spinors with a frozen core; this is called the CI below. The intervals $d_1,\dots,d_4$ of the levels $J=1,2,2,0$ above the lowest level are given below in $E_h$. Seven decimals are kept so that the arithmetic can be followed. A denser basis changes the values for C to Sn by about $10^{-7}$ or less, but lowers those for lead by up to $2\times10^{-6}$, which leaves the tabulated fitted parameters and purities unchanged at the digits shown.

| | $d_1$ | $d_2$ | $d_3$ | $d_4$ |
|---|---|---|---|---|
| C | 0.0000905 | 0.0002706 | 0.0552863 | 0.1379447 |
| Si | 0.0003647 | 0.0010740 | 0.0391820 | 0.0968658 |
| Ge | 0.0023500 | 0.0063577 | 0.0428272 | 0.1001241 |
| Sn | 0.0065818 | 0.0152801 | 0.0482674 | 0.1010845 |
| Pb | 0.0311248 | 0.0485541 | 0.1014344 | 0.1509591 |

(a) Find the matrix of $H$ for each $J$ in the $LS$ basis.
(b) Diagonalise, order the levels, and find the $^3P$ weight (the $LS$ purity) and the $(p_{1/2})^2$ weight of the ground state, with their limits.
(c) Write the CI matrices when $p_{1/2}$ and $p_{3/2}$ have different radial functions.
(d) Fit $F_2$ and $\zeta$ to the table, give the purity of each ground state, and account for the misfit.

### Hints

1. Use $p_x,p_y,p_z$ for the Coulomb part and write $P_2(\hat n_1\cdot\hat n_2)$ as a contraction of two traceless tensors.
2. Count determinants by $M_J$. The trace in a given $M_J$ is the sum of the traces of the blocks with $J\ge|M_J|$.
3. Applying the spin–orbit operator to $^1S_0$ can only produce a $J=0$ state.
4. Parametrise a two-component eigenvector by an angle. The $jj$ states are the eigenvectors at $F_2=0$.
5. Traces contain no square roots, so two combinations of intervals are linear in $F_2$ and $\zeta$.

### Solution

#### (a) The matrices

**Coulomb part.** Expand $1/r_{12}=\sum_k r_<^kr_>^{-k-1}P_k(\hat n_1\cdot\hat n_2)$. A real $p$ orbital has angular part $\sqrt{3/4\pi}\,n_a$ with $a=x,y,z$. A product of two is quadratic in $\hat n$ and holds only multipoles 0 and 2, so only $k=0,2$ survive, and $k=0$ gives $F^0$ times the unit matrix. With $t_{ij}=n_in_j-\delta_{ij}/3$,
$$\tfrac32\sum_{ij}t_{ij}(1)t_{ij}(2)=\tfrac32\left[(\hat n_1\cdot\hat n_2)^2-\tfrac13-\tfrac13+\tfrac13\right]=P_2 .$$
The sphere average $\langle n_in_jn_an_c\rangle=(\delta_{ij}\delta_{ac}+\delta_{ia}\delta_{jc}+\delta_{ic}\delta_{ja})/15$ (isotropy fixes the form, and full contraction, which must give 1, fixes the 15) yields
$$T^{ac}_{ij}=\langle a|t_{ij}|c\rangle=\tfrac15(\delta_{ia}\delta_{jc}+\delta_{ic}\delta_{ja})-\tfrac2{15}\delta_{ij}\delta_{ac},$$
where $-\tfrac2{15}=\tfrac15-\tfrac13$. In $\sum_{ij}T^{ac}_{ij}T^{bd}_{ij}$ the bracket times the bracket gives $\tfrac2{25}(\delta_{ab}\delta_{cd}+\delta_{ad}\delta_{bc})$, the two cross terms give $-\tfrac8{75}\delta_{ac}\delta_{bd}$ together, and the last terms give $3\cdot\tfrac4{225}=\tfrac4{75}$ times $\delta_{ac}\delta_{bd}$. Multiplying by $\tfrac32$,
$$\langle ab|P_2|cd\rangle=\tfrac1{25}\left[3\delta_{ab}\delta_{cd}+3\delta_{ad}\delta_{bc}-2\delta_{ac}\delta_{bd}\right].$$
On an orbital state $\sum M_{cd}\,p_c(1)p_d(2)$ this acts as $M\to(3\,\mathbb 1\,\mathrm{tr}M+3M^T-2M)/25$. An antisymmetric $M$ (three components, $L=1$) has eigenvalue $-5/25$, a symmetric traceless $M$ ($L=2$) has $+1/25$, and $M=\mathbb 1$ ($L=0$) has $(9+3-2)/25$. Total antisymmetry pairs the antisymmetric orbital state with the spin triplet and the others with the singlet:
$$E(^3P)=-5F_2,\qquad E(^1D)=F_2,\qquad E(^1S)=10F_2 .$$
The count is $9+5+1=15$, with levels $^3P_{0,1,2}$, $^1D_2$, $^1S_0$.

**Spin–orbit part.** Let $h=\sum_i\mathbf l_i\cdot\mathbf s_i$, with $\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$ and Condon–Shortley phases, so that each allowed step of $l_\pm$ in a $p$ shell carries $\sqrt2$. Since $h$ commutes with $\mathbf J=\mathbf L+\mathbf S$, only equal $J$ mix. A determinant is written $|m^{\pm}\,m'^{\pm}|$ with $\bar1=-1$.

For $M_J=2$ there are two determinants: $|1^+0^+|$, which has $M_S=1$ and is $^3P_2$, and $|1^+1^-|$, which has $M_L=2$ and is $^1D_2$. Their diagonal elements $\sum m_lm_s$ are $\tfrac12$ and $0$. The ladder terms annihilate $1^+$ and turn $0^+$ into $\tfrac{\sqrt2}{2}1^-$, so the off-diagonal element is $1/\sqrt2$.

For $M_J=1$ the determinants $|1^+0^-|,|1^-0^+|,|1^+\bar1^+|$ have trace $\tfrac12-\tfrac12+0=0$. The $J=2$ block contributes $\tfrac12$, so $^3P_1$ has $-\tfrac12$.

For $M_J=0$ the determinants $|1^+\bar1^-|,|\bar1^+1^-|,|0^+0^-|,|1^-0^-|,|0^+\bar1^+|$ have trace $1-1+0-\tfrac12-\tfrac12=-1$. The $J=2$ and $J=1$ blocks contribute $\tfrac12-\tfrac12=0$, so the $J=0$ block has trace $-1$. The state
$$|^1S_0\rangle=\left(|1^+\bar1^-|-|0^+0^-|+|\bar1^+1^-|\right)/\sqrt3$$
has an orbital part $p_1p_{\bar1}-p_0p_0+p_{\bar1}p_1$ that $L_+$ sends to $\sqrt2(p_1p_0-p_1p_0-p_0p_1+p_0p_1)=0$. Term by term,
$$h|1^+\bar1^-|=|1^+\bar1^-|,\qquad h|0^+0^-|=\tfrac1{\sqrt2}\left(|1^-0^-|+|0^+\bar1^+|\right),$$
$$h|\bar1^+1^-|=-|\bar1^+1^-|+\tfrac1{\sqrt2}\left(|0^-1^-|+|\bar1^+0^+|\right).$$
Swapping the columns of the last two determinants changes their sign, so
$$\sqrt3\,h|^1S_0\rangle=|1^+\bar1^-|-|\bar1^+1^-|-\sqrt2\,|1^-0^-|-\sqrt2\,|0^+\bar1^+| .$$
The overlap with $^1S_0$ is proportional to $1-1=0$, so this vector is pure $^3P_0$, and the whole trace $-1$ belongs to $^3P_0$. The squared norm of $h|^1S_0\rangle$ is $(1+1+2+2)/3=2$. The phase of $^3P_0$ is chosen so that the element is $-\sqrt2$; no energy or weight depends on this choice. In the bases $(^3P,{}^1S)$ and $(^3P,{}^1D)$,
$$H_0=\begin{pmatrix}-5F_2-\zeta&-\sqrt2\zeta\\-\sqrt2\zeta&10F_2\end{pmatrix},\qquad H_2=\begin{pmatrix}-5F_2+\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&F_2\end{pmatrix},$$
and $E_1=-5F_2-\zeta/2$.

At $F_2=0$ the secular equations, in units of $\zeta$, are $\lambda^2+\lambda-2=0$ and $\lambda^2-\lambda/2-1/2=0$, with roots $-2,1$ and $-\tfrac12,1$. These are the sums of the one-electron values $\tfrac12[j(j+1)-\tfrac{11}4]=-1$ for $j=\tfrac12$ and $+\tfrac12$ for $j=\tfrac32$, as they must be.

#### (b) Roots, order and weights

A symmetric $2\times2$ matrix has roots equal to half the trace, minus or plus half of $R$, where $R^2$ is the squared diagonal difference plus four times the squared off-diagonal element:
$$E_{0\mp}=\tfrac12(5F_2-\zeta)\mp\tfrac12R_0,\qquad R_0^2=(15F_2+\zeta)^2+8\zeta^2=225F_2^2+30F_2\zeta+9\zeta^2,$$
$$E_{2\mp}=-2F_2+\tfrac14\zeta\mp\tfrac12R_2,\qquad R_2^2=(6F_2-\tfrac12\zeta)^2+2\zeta^2=36F_2^2-6F_2\zeta+\tfrac94\zeta^2 .$$

**Order.** Subtracting, $E_1-E_{0-}=\tfrac12(R_0-15F_2)>0$. Next, $E_{2-}-E_1=\tfrac12(6F_2+\tfrac32\zeta-R_2)>0$, because $(6F_2+\tfrac32\zeta)^2-R_2^2=24F_2\zeta$. Finally $E_{0+}-E_{2+}=\tfrac12(9F_2-\tfrac32\zeta+R_0-R_2)$ is positive: $R_0^2=(5F_2+3\zeta)^2+200F_2^2$ gives $R_0>5F_2+3\zeta$, and with $R_2<6F_2+\tfrac32\zeta$ the bracket exceeds $8F_2$. In this model the order $J=0,1,2,2,0$ holds for every positive $F_2,\zeta$, and
$$d_1=\tfrac12(R_0-15F_2),\qquad d_{2,3}=d_1+\tfrac12(6F_2+\tfrac32\zeta\mp R_2),\qquad d_4=R_0 .$$

**Purity.** For the vector $(\cos\theta,\sin\theta)$ the expectation of $H_0$ is half the trace minus $\tfrac12[(15F_2+\zeta)\cos2\theta+2\sqrt2\zeta\sin2\theta]$. It is lowest when $(\cos2\theta,\sin2\theta)=(15F_2+\zeta,\,2\sqrt2\zeta)/R_0$. Hence
$$w(^3P)=\cos^2\theta=\tfrac12\left[1+\frac{15F_2+\zeta}{R_0}\right].$$
With $x=\zeta/F_2$, $\tan2\theta=2\sqrt2x/(15+x)$ has the positive derivative $30\sqrt2/(15+x)^2$, so $w$ depends on $x$ alone and falls monotonically. For $x\ll15$, $\theta\approx\sqrt2x/15$ and $1-w\approx2x^2/225$ at leading order. For $x\to\infty$, $\cos2\theta\to1/3$ and $w\to2/3$: the pure $jj$ state is still two thirds $^3P$, so purity must be read on a scale from 1 to $2/3$.

**The $jj$ weight.** At $F_2=0$ the eigenvectors are $u=(\sqrt{2/3},\sqrt{1/3})$ for $(p_{1/2})^2$ and $v=(\sqrt{1/3},-\sqrt{2/3})$ for $(p_{3/2})^2$. The angle $\theta_0$ of $u$ has $\cos2\theta_0=\tfrac13$ and $\sin2\theta_0=\tfrac{2\sqrt2}3$, so
$$w_{jj}=\cos^2(\theta-\theta_0)=\tfrac12\left[1+\frac{(15F_2+\zeta)/3+8\zeta/3}{R_0}\right]=\tfrac12\left[1+\frac{5F_2+3\zeta}{R_0}\right],$$
which rises from $2/3$ to 1.

**Landé ratio.** Using $\sqrt{a^2+b^2}\approx a+b^2/2a$ to second order in $\zeta$, $R_0\approx15F_2+\zeta+4\zeta^2/15F_2$ and $R_2\approx6F_2-\zeta/2+\zeta^2/6F_2$. Then $d_1\approx\zeta/2+2\zeta^2/15F_2$ and $d_2-d_1\approx\zeta-\zeta^2/12F_2$. The ratio $(d_2-d_1)/d_1$ starts at 2 and drops because $^1S$ pushes $^3P_0$ down and $^1D$ pushes $^3P_2$ down.

#### (c) The Dirac–Coulomb matrices

A spinor is $\psi=r^{-1}(P\,\Omega_{\kappa m},\,iQ\,\Omega_{-\kappa m})$, with $\kappa=1$ for $p_{1/2}$, $\kappa=-2$ for $p_{3/2}$, and $\Omega_{-\kappa m}=-\boldsymbol\sigma\cdot\hat n\,\Omega_{\kappa m}$. Because $(\boldsymbol\sigma\cdot\hat n)^2=1$, $\Omega^\dagger_{-\kappa_a}\Omega_{-\kappa_c}=\Omega^\dagger_{\kappa_a}\Omega_{\kappa_c}$, so
$$\psi_a^\dagger\psi_c=r^{-2}\rho_{ac}\,\Omega_a^\dagger\Omega_c,\qquad\rho_{ac}=P_aP_c+Q_aQ_c .$$
The angular factors are those of the two-component problem of part (a), and only the radial integrals change. Label $p_{1/2}$ by 1 and $p_{3/2}$ by 3, choose the signs so that $\int\rho_{13}\,dr>0$, and let $[\rho|\rho']_k=\iint\rho(r_1)\,r_<^kr_>^{-k-1}\rho'(r_2)\,dr_1dr_2$. Define $F^0(ab)=[\rho_{aa}|\rho_{bb}]_0$, $G=[\rho_{13}|\rho_{13}]_2$, $R=[\rho_{13}|\rho_{33}]_2$, $F=[\rho_{33}|\rho_{33}]_2$.

**Core.** The frozen core adds direct and exchange terms to the Dirac kinetic and nuclear energy $\langle h_D\rangle$. A closed shell $c$ is spherical, so its direct term is $(2j_c+1)F^0$. Its exchange term is $-\sum_kX_k[\rho_{ac}|\rho_{ac}]_k$ with $X_k=\sum_{m_cq}|\langle am_a|C^k_q|cm_c\rangle|^2$, where $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. The Wigner–Eckart theorem and $3j$ orthogonality give $X_k=\langle a\|C^k\|c\rangle^2/(2j_a+1)$. To find the reduced element, expand $\Omega_a^\dagger\Omega_c=\sum_{kq}\frac{2k+1}{4\pi}\langle a|C^k_q|c\rangle C^{k*}_q$, multiply by the Wigner–Eckart phase and $3j$ symbol, and sum over $m_a,m_c$; the right side becomes $\langle a\|C^k\|c\rangle C_q^{k*}/4\pi$. On the $z$ axis $C^k_0=1$, and only $m=\pm\tfrac12$ spinors are nonzero, each with $|\Omega|^2=(2j+1)/8\pi$, since $\sum_m|\Omega|^2=(2j+1)/4\pi$. The left side at $q=0$ is then two terms of equal size whose relative sign alternates with $k$. Parity makes them cancel for odd $l_a+l_c+k$, so they add for even $l_a+l_c+k$. With $\sum_k$ restricted to even $l_a+l_c+k$,
$$I_a=\langle h_D\rangle_a+\sum_c(2j_c+1)\left[F^0(ac)-\sum_k\begin{pmatrix}j_a&k&j_c\\ \tfrac12&0&-\tfrac12\end{pmatrix}^2[\rho_{ac}|\rho_{ac}]_k\right].$$

**Valence.** The $k=0$ term is diagonal because the $\Omega$ are orthonormal. The $k=2$ angular factors follow by rotating the term energies into the $jj$ basis. For $J=0$, $\mathrm{diag}(-5,10)/25$ gives $uu=0$, $vv=(-\tfrac53+\tfrac{20}3)/25=\tfrac15$ and $uv=\tfrac{\sqrt2}3(-15)/25=-\tfrac{\sqrt2}5$. For $J=2$ the $F_2=0$ eigenvectors are $(\sqrt{1/3},-\sqrt{2/3})$ for $(13)$ and $(\sqrt{2/3},\sqrt{1/3})$ for $(33)$, and $\mathrm{diag}(-5,1)/25$ gives $-\tfrac1{25}$, $-\tfrac3{25}$ and off-diagonal $-\tfrac{2\sqrt2}{25}$. In the $(13)$ states the direct $k=2$ term vanishes, since $j=\tfrac12$ cannot couple to itself with rank 2, so the factor multiplies $G$. Each factor thus has one radial integral:
$$H_0=\begin{pmatrix}2I_1+F^0(11)&-\tfrac{\sqrt2}5G\\-\tfrac{\sqrt2}5G&2I_3+F^0(33)+\tfrac15F\end{pmatrix},$$
$$E_1=I_1+I_3+F^0(13)-\tfrac15G,$$
$$H_2=\begin{pmatrix}I_1+I_3+F^0(13)-\tfrac1{25}G&-\tfrac{2\sqrt2}{25}R\\-\tfrac{2\sqrt2}{25}R&2I_3+F^0(33)-\tfrac3{25}F\end{pmatrix}.$$

Parts (a) to (c) have given the model matrices, the level order and ground-state weights in closed form, and the Dirac–Coulomb matrices for unequal radial functions. It remains to evaluate these matrices for lead, fit $F_2$ and $\zeta$ to the computed intervals, account for the misfit, and treat two variations.
